Image quadrupole coupling in a tetragonal supercell with zero Madelung energy

**Question**

I am modelling a charged defect in an a × a × c supercell with a uniform neutralizing background. I have been told that the point-charge Madelung energy vanishes at c/a = 3.72, so I chose that shape, hoping to need no image correction.

My defect is a pair of equal charges in a cubic crystal. Laid along z or along x it should have the same energy, but in this cell it does not. I suspect a field gradient from the images, yet I cannot get its trace and its factors of 2 straight. Why does the Madelung energy vanish at this shape, what gradient is left, and how does it couple to the quadrupole of my defect?

**Answer**

The shape removes the interaction of a single point charge with its own images and nothing more. The images still produce a second derivative of the potential at the defect, and its traceless part distinguishes z from x.

**Conventions**

I use Gaussian units, and until the numerical example I set a = 1 and κ = c/a, so the cell volume is Ω = κ. Let ψ(r) be the potential of a periodic array of unit charges with its background, minus the 1/r of the charge at the origin. The periodic potential has zero cell average. For a defect density ρ, the periodic energy per cell exceeds the isolated energy by

E = ½ ∬ ρ(r) ρ(r′) ψ(r − r′) d³r d³r′.

The background adds no further term, because it multiplies the cell average of the potential, which is zero. For a point charge q this gives E₀ = ½q²ψ(0).

**Why the point-charge energy vanishes**

Cut the lattice into planes of charge, a distance κ apart, and separate the lateral average from the lateral variation.

The average describes uniform sheets of unit charge density in a background of density −1/κ. For |z| ≤ κ/2 its potential is

P(z) = 4πκ [1/12 − |z|/(2κ) + z²/(2κ²)].

Its slope jumps by −4π at the sheet, its second derivative elsewhere is 4π/κ, and its average is 4πκ(1/12 − 1/8 + 1/24) = 0, as required. At the charge, P(0) = πκ/3.

The lateral variation is a sum over the nonzero reciprocal vectors G of the square lattice. Each component obeys f″ − G²f = −4πδ(z), so one plane contributes

Σ (2π/G) e^(−G|z|) cos(G·ρ).

On the axis above the charge, with G = 2π|n| and n a pair of integers, this becomes

F(z) = Σ′ e^(−2πz|n|)/|n|.

We need F(z) − 1/z as z → 0. Define Z(p) = Σ′ |n|^(−2p). An integer N ≥ 1 can be written as a sum of two squares in 4(d₁ − d₃) ways, counting signs and order, where d₁ and d₃ are the numbers of its divisors of the form 4k + 1 and 4k + 3. Summing N^(−p) with this weight gives Z(p) = 4ζ(p)β(p), with β(p) = 1 − 3^(−p) + 5^(−p) − … . Inserting the Mellin integral of the exponential,

F(z) = (1/2πi) ∫ Γ(s) (2πz)^(−s) Z((s+1)/2) ds, Re s > 1.

Now move the contour to Re s = −½ and collect two poles:

- At s = 1, Z(p) behaves as π/(p − 1), since the lattice has one point per unit area. Hence Z((s+1)/2) ≈ 2π/(s − 1), and the residue is 2π/(2πz) = 1/z. This is the charge's own potential.
- At s = 0, Γ(s) has residue 1, which leaves Z(½).

On this contour the remaining integral is bounded by a constant times √z, so it vanishes as z → 0. (Its actual leading term is 2πz, from the next pole at s = −1.) The constant is therefore

Z(½) = 4ζ(½)β(½) = −A, A = 3.900265.

The other planes lie at distances |m|κ. Summing e^(−G|m|κ) over m ≠ 0 gives 2/(e^(Gκ) − 1), so

ψ(0) = −A + πκ/3 + Σ (4π/G)/(e^(Gκ) − 1).

The first term is the lowering of energy by the charge-free region around each charge within its plane. The second is the cost of gathering the charge into sheets while the background stays spread out, and it grows with the distance between the sheets. For a long cell the two balance at

κ₀ = 3A/π = 3.7245.

The omitted sum is about 8e^(−2πκ₀), below 10⁻⁹. A direct Ewald calculation of the zero gives the same 3.724479. At the rounded value 3.72, ψ(0) is −0.0047/a.

There is one other zero. Since 1/(e^x − 1) is a sum of decaying exponentials, ψ(0) is convex in κ. It goes to +∞ for large κ through πκ/3, and for small κ because every term of the sum grows as 1/κ. For the cube it is −2.8373. A convex function with these values crosses zero exactly twice, and the second crossing is a flat cell with c/a = 0.2402.

**The gradient that remains**

By "gradient" I mean the second derivative of the potential, ψ_ij = ∂_i∂_jψ at the origin. The derivative of the electric field has the opposite sign.

The other charges in the defect's own plane contribute Σ′ 1/√(R² + z²), apart from a constant. Since ∂²/∂z² of each term at z = 0 is −1/R³, they give

−S₃, S₃ = Σ′ 1/R³ = 4ζ(3/2)β(3/2) = 9.033622.

These charges lie away from the origin, so their potential obeys Laplace's equation there, and by the square symmetry the xx and yy derivatives are each +S₃/2.

The background adds 4π/κ to zz alone, from P″. The average potentials of the other sheets are linear in z near the origin and add nothing. The lateral variation of the other planes gains a factor G² on two z derivatives, and −G_x², on average −G²/2, on two x derivatives. With D = Σ 4πG/(e^(Gκ) − 1),

ψ_zz = −S₃ + 4π/κ + D
ψ_xx = ψ_yy = S₃/2 − D/2.

The trace is 4π/κ = 4π/Ω. This is Poisson's equation for the background at the origin. It is the same for every shape of given volume, and it cannot distinguish directions. Subtracting one third of it from each diagonal element leaves the traceless part:

T_zz = −S₃ + 8π/(3κ) + D, T_xx = T_yy = −T_zz/2.

In a cube T_zz must vanish by symmetry, and there D supplies the difference between S₃ and 8π/3. In a very long cell T_zz tends to −S₃, the value of a single plane. At κ₀ the term D is below 10⁻⁷, and 8π/(3κ₀) = 8π²/(9A). Restoring a,

T_zz = [−S₃ + 8π²/(9A)]/a³ = (−9.0336 + 2.2493)/a³ = −6.7843/a³

per unit charge. The negative sign means that the potential of positive images falls along z and rises along x, because the nearest images lie in the plane.

The same number follows from adding (3z² − R²)/R⁵ over the lattice with the smooth weight exp[−(R/20a)⁴]. A spherically weighted background has no traceless part at its centre, so the charges suffice. That sum gives −6.7842/a³.

**Coupling to the defect**

Define the total charge q, the dipole p_i = ∫ρx_i and the second moments M_ij = ∫ρx_ix_j. The lattice has inversion symmetry, so ψ is even:

ψ(r − r′) = ψ(0) + ½ψ_ij (x_i − x′_i)(x_j − x′_j) + fourth order,

with repeated indices summed. Multiply out the product and integrate with ρρ′. The terms x_ix_j and x′_ix′_j each give qM_ij, and the two cross terms each give −p_ip_j. Hence

E = ½q²ψ(0) + ½·½ψ_ij(2qM_ij − 2p_ip_j)
 = ½q²ψ(0) + ½qψ_ijM_ij − ½ψ_ijp_ip_j.

Insert ψ_ij = (4π/3Ω)δ_ij + T_ij in the middle term. The isotropic part gives ½q(4π/3Ω)Tr M. The traceless part gives ½q[T_zzM_zz − ½T_zz(M_xx + M_yy)]. Therefore

E = ½q²ψ(0) + (2πq/3Ω) Tr M + ½qT_zzΘ_zz − ½ψ_ijp_ip_j,

Θ_zz = M_zz − ½(M_xx + M_yy).

If your quadrupole is defined as Q_ij = 3M_ij − δ_ij Tr M, then Q_zz = 2Θ_zz and the coupling reads ¼qT_zzQ_zz. The factor ½ in ½qT_zzΘ_zz is that of the Taylor expansion: a quadrupole in the gradient qT_zz of fixed external charges would have this same energy. With images, the charge in the potential of the image quadrupoles gives a second, equal energy, but each of the two is halved because it is an interaction with one's own images. The sum is therefore again ½qT_zzΘ_zz.

At κ₀ the first term is gone. The other three remain and fall as 1/a³ at fixed shape. The dipole term vanishes if the origin is put at the defect's centre of charge. In a uniform isotropic dielectric, everything is divided by ε.

To test the expansion, take charges 1, −0.5, 0.8 and 0.3 at λ(0.9, 0.2, −0.4), λ(−0.3, 0.7, 0.5), λ(0.1, −0.6, 1.0) and λ(−0.8, −0.1, −0.7), in units of a. The difference between the full energy and the formula should start as λ⁴, and so fall 16-fold when λ is halved. In the cell with c/a = κ₀, halving from 0.04, 0.02 and 0.01 gives ratios 12.89, 15.26 and 15.82. A remainder αλ⁴ + βλ⁶ has the ratio 16(1 + x)/(1 + x/4) with x = βλ²/α. The first ratio fixes x = −0.243, and dividing x by 4 at each halving reproduces the other two. The approach to 16 is thus the sixth-order term dying out.

**Your pair in numbers**

Take two charges +1 separated by 0.42 nm in a cell with a = 1.26 nm, c = 4.693 nm and ε = 10. Then q = 2, the dipole about the midpoint is zero, and the second moment along the pair is

M = 2 × (0.21 nm)² = 0.0882 nm² (times e).

With e²/(4πε₀) = 1.43996 eV nm, the screened Coulomb factor is 0.143996 eV nm. The gradient per unit charge is −6.7843/(1.26 nm)³ = −3.39 nm⁻³. For the whole defect this is −0.977 V/nm² after screening.

Along z, Θ_zz = M, and the coupling is

½ × 2 × (−3.39) × 0.0882 × 0.143996 eV = −43.1 meV.

Along x, Θ_zz = −M/2, and the coupling is +21.5 meV. The isotropic term is +7.1 meV in both cases. The totals are

E(z) = −35.9 meV, E(x) = +28.7 meV.

The full image kernel, which for this pair means E = [ψ(0) + ψ(s)]/ε with s the separation vector, gives −33.4 and +32.6 meV. The second-order values are thus off by 7% and 12% of the full ones, because the separation is a third of a. Both errors have the same sign and partly cancel in the splitting, which is 64.6 meV at second order and 66.0 meV in full.

This splitting is false, since the directions are equivalent in the crystal. At 300 K, where kT = 25.9 meV, it would favour the z orientation over one x orientation by a factor of 12.8. The cure is to subtract E, computed separately for each orientation.

A cube of equal volume has a point-charge energy of −418 meV, but no such splitting. The long cell trades a large term that is the same for all orientations for a smaller one that is not. If you want to compare orientations, the cube is the better shape in this model. It keeps symmetry-equivalent directions exactly equal, and it separates inequivalent ones, such as a cube axis and a body diagonal at the same separation, only at fourth order, by about 1 meV here.

**Beside a real oxide**

These parameters are rough values for magnesium oxide, with two trivalent dopants on second-neighbour cation sites, one lattice constant apart along a cube axis, and their compensating charge far away. (The nearest cation sites are 0.30 nm apart, along face diagonals.) The model treats them as point charges in a continuum. It is not an electronic-structure calculation, and several of its assumptions matter:

- **Cell shape.** A crystal cell must contain whole lattice periods. A 3 × 3 × 11 cell has c/a = 3.667, and its point-charge energy is −13.8 meV rather than zero. The full energies become −46.9 meV along z and +18.7 meV along x.
- **Ionic screening.** ε = 10 assumes that the ions relax. If they are held fixed, ε is roughly 3 and the splitting rises to 220 meV. This is the largest change in the list.
- **Screening close to the defect.** A continuum is doubtful at 0.2 nm. As an extreme case, put the quadrupole in an empty spherical cavity of radius 1. The potential is r⁻³ + Br² inside and Cr⁻³ outside. Continuity gives 1 + B = C, and the normal displacement gives −3 + 2B = −3εC, so C = 5/(3ε + 2). Relative to the uniform-medium value 1/ε, the outer field is larger by 5ε/(3ε + 2) = 1.56. The second-order splitting would then be 101 meV.
- **Elastic images.** These also scale as 1/a³. With a rough elastic dipole of 5 eV and a stiffness of 300 GPa, the scale (dipole)²/(stiffness × a³) is 7 meV. This is a dimensional estimate and not a sum over images. It overstates the energy in this cell: an isotropic dipole P in an isotropic medium, at fixed cell, has the image energy P²/(2ΩC₁₁), with C₁₁ the longitudinal stiffness, which is only 0.9 meV here. The energy depends on the orientation unless the elastic dipole is isotropic; for a uniaxial 5 eV dipole the z and x values differ by about 2 to 3 meV.

The 66 meV is therefore the size of the effect under uniform static screening, and not a correction good to the last digit. For a production calculation, use the permittivity that matches what your ions are allowed to do, and check that the correction brings the z and x energies closer together at each cell size. Agreement in large cells alone proves little, because the uncorrected difference also falls as 1/a³. The numerical output below lists the values used here.

Table of computed values

```
A = -4 zeta(1/2) beta(1/2): 3.900265
S3 = 4 zeta(3/2) beta(3/2): 9.033622
psi(0) of cube, units 1/a: -2.837297
elongated zero c/a, formula 3A/pi: 3.724479
elongated zero c/a, Ewald root: 3.724479
flat-cell zero c/a, Ewald root: 0.240157
psi(0) at c/a = 3.72, units 1/a: -0.004690
psi_xx at elongated zero, units 1/a^3: 4.51681
psi_zz at elongated zero, units 1/a^3: -5.65963
background trace 4 pi a/c, units 1/a^3: 3.37399
T_zz closed form, units 1/a^3: -6.78429
T_zz direct lattice sum, units 1/a^3: -6.78420
cluster remainder ratio, size 0.04 a to 0.02 a: 12.891
cluster remainder ratio, size 0.02 a to 0.01 a: 15.257
cluster remainder ratio, size 0.01 a to 0.005 a: 15.816
example dopant spacing: 0.42 nm
example cell edge a: 1.26 nm
example cell height c: 4.693 nm
example total charge: 2 e
static permittivity (rough): 10
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
energy unit e^2/(4 pi eps0 eps a): 114.283 meV
second moment along pair axis: 0.0882 e nm^2
screened traceless gradient, zz: -0.9767 V/nm^2
isotropic second-moment energy: 7.14 meV
quadrupole coupling, pair along z: -43.07 meV
quadrupole coupling, pair along x: 21.54 meV
second-order total, pair along z: -35.93 meV
second-order total, pair along x: 28.68 meV
full image energy, pair along z: -33.44 meV
full image energy, pair along x: 32.55 meV
false splitting x minus z, second order: 64.61 meV
false splitting x minus z, full kernel: 65.99 meV
thermal energy at 300 K: 25.85 meV
false population ratio z to x, 300 K: 12.8
equal-volume cube edge: 1.953 nm
equal-volume cube point-charge energy: -418.4 meV
point-charge energy at c/a = 3.72: -1.07 meV
3x3x11 cell c/a: 3.6667
3x3x11 cell point-charge energy: -13.84 meV
3x3x11 full energy, pair along z: -46.94 meV
3x3x11 full energy, pair along x: 18.71 meV
clamped-ion permittivity (rough): 3
full splitting, clamped ions: 220.0 meV
cavity factor on quadrupole, radial solver: 1.562
second-order splitting with cavity factor: 100.9 meV
elastic dipole (rough): 5 eV
elastic stiffness (rough): 300 GPa
elastic image energy, order of magnitude: 6.7 meV
```
